Ion Energy Distributions from a Frequency-Filtered Sheath Voltage

**Result**

A sheath voltage with mean V0 and harmonics of amplitude V_n,

V(t) = V0 + Σ V_n cos(nωt + δ_n),

gives positive ions of charge e the wall energy

K(t) = K0 + eV0 + e Re Σ V_n H(nωτ) exp[i(nωt + δ_n)]   (1)

to first order in V_n/V0. Here t is the arrival time, K0 the energy at the sheath edge and τ the transit time in the mean field. The filter is

H(θ) = [4/(1+r)] ∫₀¹ u[r + (1−r)u²] exp[−iθ(1−u)] du,   (2)

where r = v0/v1 is the ratio of edge speed to wall speed in the mean field. To leading order in the modulation, the energy distribution follows by taking t uniform over a period T:

f(E) = (1/T) Σ 1/|dK/dt|, summed over the times at which K(t) = E.   (3)

For one tone of amplitude V1, the full energy width tends to 2eV1 at low frequency and to 8eV1/[(1+r)ωτ] at high frequency. These results belong to a model in which V(t) scales a fixed field profile. They are not exact for a sheath whose electron edge moves: in the example below, the estimate for a moving edge makes the high-frequency width about 30% smaller.

**The mean-field trajectory**

The sheath is planar and collisionless, from its edge at x = 0 to the wall at x = s. Ions enter at a steady rate with speed v0 > 0. There are no electrons inside, and the mean field vanishes at the edge. Let φ(x) be the mean potential drop divided by V0, so φ(0) = 0 and φ(s) = 1. The model assumes that V(t) ≥ 0 scales this profile without changing its width: the force on an ion is eV(t)φ′(x).

In the mean field F = V0φ′, the ion charge density is J/v, where J is the constant current density. Poisson's equation gives dF/dx = J/(ε0v). Following an ion, dF/dt = v dF/dx = J/ε0, so F = Jt/ε0. Newton's law M dv/dt = eF then integrates to

v = v0 + 3bt²,  x = v0t + bt³,  b = eJ/(6ε0M).

At the wall v1 = v0 + 3bτ², hence

τ = √[(v1−v0)/(3b)],
s = τ[v0 + (v1−v0)/3] = τv1(1+2r)/3.

With u = t/τ, the speed is v = v1[r + (1−r)u²]. Energy conservation gives φ = (v²−v0²)/(v1²−v0²). Differentiating, with dv/du = 2v1(1−r)u,

w(u) = dφ/du = 4(1−r)u[r+(1−r)u²]/(1−r²)
     = 4u[r+(1−r)u²]/(1+r).   (4)

This is the share of the voltage drop crossed per unit of u. Its integral is 1. It is largest at the wall, where the ion is fast and the field strong.

**The filter**

In the full time-dependent field, the energy obeys

dK/dx = eφ′(x)V(t(x)).   (5)

The oscillating part of V is already of first order. Replacing t(x) in it by the mean-field timing changes K only at second order. An ion arriving at t passes the position labelled u at t − τ(1−u). Since φ′dx = w du,

K = K0 + eV0 + eΣV_n ∫₀¹ w(u) cos[nω(t−τ(1−u)) + δ_n] du.

Writing the cosine as the real part of an exponential gives equations 1 and 2.

Ions enter uniformly in time, but they need not arrive uniformly. The arrival time is the entry time plus τ plus a first-order correction. That correction sits inside a first-order term of K, so dropping it costs only second order. This justifies the uniform phase in equation 3: each root contributes a fraction dt/T = dE/(T|dK/dt|) of the ions.

For one tone, K = E0 + A cos χ, with E0 = K0 + eV0 and A = eV1|H|. Each energy between the extremes has two roots per cycle, each with |dK/dχ| = A|sin χ|. Therefore

f(E) = 2/(2πA|sin χ|) = 1/{π√[A² − (E−E0)²]}.

The two edge peaks are integrable singularities.

To evaluate H, define I_n = ∫₀¹ uⁿ exp[−iθ(1−u)] du. Then

H = 4[rI₁ + (1−r)I₃]/(1+r),
I₀ = [1−exp(−iθ)]/(iθ),
I_n = (1−nI_{n−1})/(iθ) for n ≥ 1,

the last line by integration by parts. The recursion multiplies an earlier error by n/θ at each step, so an error in I₀ reaches I₃ multiplied by 6/θ³. At small θ one instead expands the exponential and uses ∫₀¹uⁿ(1−u)ᵏdu = n!k!/(n+k+1)!:

I_n = Σ n!(−iθ)ᵏ/(n+k+1)!, k = 0, 1, 2, …

**Algorithm**

1. Resolve V(t) into V0, V_n and δ_n.
2. Find v1 from Mv1²/2 = K0 + eV0, then r, b, τ and s.
3. Multiply each harmonic by H(nωτ), using the series at small argument and the recursion otherwise.
4. Evaluate equation 1 at equally spaced phases, fine enough to resolve the highest harmonic.
5. Count the energies in bins, or sort them to obtain quantiles. Both avoid evaluating equation 3 at its singularities.

**Low-frequency limit**

Equation 2 is an average of exp[−iθ(1−u)] with weight w. Expanding it gives |H|² = 1 − θ²var(u) + O(θ⁴), hence

|H| = 1 − θ²var(u)/2 + O(θ⁴).

For strong modulation, a separate argument is needed. Let an ion enter at t. While it crosses, a slowly varying voltage is V(t) plus V′(t) times the elapsed time. Integrating equation 5 gives

K = K0 + eV(t) + eV′(t)c(V(t)) + second order in ωτ,

where c is the elapsed time averaged over the voltage drop. To this order it can be computed at the static voltage V(t), so it depends on V alone. For any smooth function g of energy, the first-order change of its average is

(e/T)∫ g′(K0+eV)c(V)V′ dt = 0 over one period,

because the integrand is the time derivative of a function of V. The delay moves energies in time but leaves their distribution unchanged at first order. The limiting distribution is therefore that of K0 + eV(t), with an error of second order in ωτ. This requires the voltage to stay high enough that even the slowest transit is short compared with the period.

**High-frequency limit**

Integrating equation 2 by parts leaves the endpoints of w. Since w(0) = 0 and w(1) = 4/(1+r),

H = 4/[(1+r)iθ] + O(θ⁻²).

The width law also holds at strong modulation, for fixed r > 0 and V1 ≤ V0. Along the true trajectory, the oscillating energy gain is

eV1∫φ′v cos(ωt+δ)dt = (eV1/ω)[φ′v sin(ωt+δ)] − (eV1/ω)∫[d(φ′v)/dt] sin(ωt+δ)dt,

where the bracket is the wall value minus the edge value. The edge value vanishes because φ′(0) = 0. In the last integral,

d(φ′v)/dt = φ″v² + eφ′²V(t)/M.

Its slowly varying part, multiplied by the sine, integrates to order 1/ω. Its oscillating part produces sin 2(ωt+δ), which does the same. The whole remainder is thus of order 1/ω².

The same integration stopped at any x shows that K there differs from its mean-field value by order 1/ω, so the wall speed tends to v1. Since φ′(s)v1 = w(1)/τ, the energy amplitude is

A = 4eV1/[(1+r)ωτ].

Advancing the entry time by one period advances the arrival time by one period, continuously. The sine therefore reaches both +1 and −1, and the full width is 2A. This argument fixes the width, not the populations of the two peaks.

**Direct trajectories**

The comparison integrates the nonlinear motion from uniformly spaced entry times. With the position labelled by its mean-field u,

dK/du = eV(t)w(u),
dt/du = τv1[r+(1−r)u²]/√(2K/M).

The second equation is dt = dx/v, with dx = τv1[r+(1−r)u²]du. Because V(t) ≥ 0, no ion turns back. A separate integration of Newton's law in time, in a numerically solved Poisson field, agreed within 2.5×10⁻⁷ eV for eight entry phases at 13.56 MHz, with the mean and modulation used below.

Distributions are compared by the mean absolute difference of their quantiles, called the quantile distance. When V1/V0 was halved from 0.1 to 0.05, this distance fell by factors of 4.01, 4.00 and 3.99 at θ = 2, 6 and 20, as a second-order error should. At V1/V0 = 0.8, halving θ from 0.4 to 0.2 reduced the error of the low-frequency limit by 3.92. At the same modulation, the high-frequency width was in error by 0.02% at θ = 100 and 0.03% at θ = 200. These two values show close agreement but no rate of convergence.

**Worked example: O⁺ on a dc-biased electrode**

Take edge density 5.0×10¹⁰ cm⁻³, electron temperature 3 eV and V0 = 200 V. Ions enter at the Bohm speed √(kTe/M), so K0 = 3/2 = 1.5 eV and the mean wall energy is 201.5 eV. The speeds are 4.253 and 49.30 km/s, giving r = 0.0863. The current density, charge times edge density times v0, is 3.41 mA/cm². The sheath width is 1.201 mm, and

τ = 3(1.201×10⁻³ m)/[(4.930×10⁴ m/s)(1.1726)] = 62.3 ns.

A 100 V tone is applied at four frequencies, with mean voltage and edge density held fixed. At 13.56 MHz, θ = 2π(13.56×10⁶)(62.3×10⁻⁹) = 5.31 and |H| = 0.6505. The filtered width is 200(0.6505) = 130.1 eV, while the high-frequency formula gives 800/[(1.0863)(5.308)] = 138.7 eV.

Full widths in eV, with the low-frequency limit equal to 200 throughout:

| MHz | High limit | Filter | Trajectories |
|---|---|---|---|
| 0.4 | 4703 | 199.9 | 199.9 |
| 2 | 941 | 198.0 | 197.4 |
| 13.56 | 138.7 | 130.1 | 129.3 |
| 60 | 31.4 | 31.4 | 31.4 |

The limiting widths cross at 9.4 MHz, and |H| falls to one half at 18.3 MHz. At 13.56 MHz neither limit is accurate: relative to the trajectories, the high-frequency width is 7% too large and the low-frequency width 55% too large.

A good width does not guarantee a good distribution. At 13.56 MHz the filtered width is within 1%, yet the quantile distance is 12.5 eV, about 6% of the mean wall energy. The trajectory mean is 214.0 eV instead of 201.5 eV, and 61% of the ions lie above 201.5 eV, whereas the filter puts half there. Reweighting the trajectories to uniform arrival times changes 61% to 49%. Most of this asymmetry therefore comes from bunching: more ions arrive during the high-energy part of the cycle. At 0.4, 2 and 60 MHz the quantile distances are 0.09, 2.1 and 0.6 eV.

For a two-frequency waveform, take 60 V at 2 MHz and 60 V at 60 MHz. The filter passes amplitudes of 60(0.9898) = 59.4 eV and 60(0.1569) = 9.4 eV. Its quantile distance from the trajectories is 0.8 eV. Applying the low-frequency limit to both tones gives 14 eV, and applying the high-frequency limit to both gives 142 eV. Individual bins can be less accurate than the mean distance suggests: between 120 and 140 eV the filter places 5.4% of the ions, the trajectories 4.2%. The remaining bins are in the numerical output.

**When the field profile is not fixed**

The trajectories test the filter within the assumed field, not the field itself. If the ion density cannot follow the oscillation, a small added voltage moves the electron edge. The charge density between that edge and the wall is unchanged, so the added field is uniform there, equal to the added voltage divided by s. The weight becomes

dx/(s du) = 3[r+(1−r)u²]/(1+2r).

It does not vanish at u = 0, so both endpoints enter the high-frequency filter:

|H_uniform| → 3|1−r exp(−iθ)|/[(1+2r)θ].

This linear filter gives widths of 199.9, 196.5, 94.4 and 21.9 eV at the four frequencies. The change is at most about 1% at the lower two, but −27% at 13.56 MHz and −30% at 60 MHz, relative to the fixed-profile filter. The ion plasma frequency at the edge is 11.8 MHz. The ion density can therefore respond at the two lower frequencies, and the small change there does not measure the error of the fixed profile. At 60 MHz the uniform field is better motivated, but the ions still move a little and alter the field, so its width is only an estimate. At 13.56 MHz the ion density can respond partly, and neither description is justified. The true width need not lie between the two results, because the fixed profile is a model assumption and not the limit of a fully responding ion density, in which the sheath width would change. At 100 V on 200 V these changes are estimates, since the uniform-field argument assumes a small oscillation.

**Comparison with a real reactor**

The plasma parameters are rough values for a low-pressure, high-density source. The voltage waveforms need a conducting electrode with a dc supply, because the sheath voltage stays far above kTe/e and almost no electrons reach the wall. A capacitively coupled wafer draws no net current over a cycle, so its sheath voltage must briefly fall to the order of kTe/e to admit electrons. With Maxwellian electrons and a lone 100 V tone, this balance gives V0 of about 105 V instead of 200 V. V1/V0 is then close to one, and the filter, being first order in that ratio, is only a rough guide between the two frequency limits. The equal 100 V tones isolate the effect of frequency; a reactor's circuit and plasma need not supply equal amplitudes. The fixed profile is a serious limitation: replacing it by a uniform added field changed the widths at the two higher frequencies by about 30%. Static sheaths at 100 and 300 V, with the same ion current, would be 0.75 and 1.59 mm wide. If the edge moved sinusoidally between these widths, its peak speed would be 1.1 km/s at 0.4 MHz and 5.3 km/s at 2 MHz. Ions enter at only 4.25 km/s, so at 2 MHz the edge would outrun them, and the close agreement with the low-frequency limit found for a fixed profile cannot be relied on. At low enough frequency the edge moves slowly compared with the ions, and the limit, which does not contain s, still holds.

Oxygen plasmas also contain O₂⁺. At the same edge density and electron temperature, v0 scales as M^(−1/2) and b as M^(−3/2). The path is then unchanged if time scales as √M, so τ is longer by a factor √2 for O₂⁺ and its high-frequency width is 29% smaller.

At 5 mTorr and 400 K, with a rough collision cross-section of 5×10⁻¹⁵ cm², the free path is 16.6 mm and about 7% of ions collide in the sheath. The Debye length at the edge is 5% of the sheath width. The neglected electron layer is several Debye lengths thick, so it is a noticeable part of the width, but it carries little of the voltage: for Boltzmann electrons, the density falls to a tenth of its edge value within the first 6.9 V of the drop. Their charge still lowers the wall field. Integrating Poisson's equation once with Boltzmann electrons and Bohm entry multiplies that field by √[(1−2r)/(1−r)] = 0.95. The high-frequency width, which is proportional to the wall field, is therefore about 5% smaller than in the table.

An ion temperature of 0.05 eV spreads the entry energy by Mv0δv = √(2K0kTi) = 0.39 eV, which blurs the edge peaks slightly. The two transverse motions carry a mean energy kTi in total, and no force in this model changes it. The rms angle from the wall normal is therefore about √(kTi/K), or 0.9° at the mean wall energy. At 0.4 MHz it runs from 1.3° at the low-energy edge, 102 eV, to 0.7° at the high-energy edge, 301 eV. These angles exclude collisions and any tilt of the sheath.

Table of computed values

```
O+ mass 15.999 u; edge density 5.0e+10 cm^-3
Electron temp 3.0 eV; mean 200 V; tone 100 V
Entry energy 1.50 eV; mean wall energy 201.50 eV
Entry speed 4.253 km/s; wall speed 49.30 km/s; r 0.0863
Ion current 3.407 mA/cm^2; sheath width 1.201 mm
Transit time 62.30 ns; mean u 0.7788; var u 0.03363
|H|=1/2 at theta 7.168, 18.31 MHz
Limits cross at theta 3.682, 9.41 MHz
Low-frequency width limit 200.0 eV
MHz | theta | |H| | widths eV: high limit, filter, trajectories
0.40 | 0.157 | 0.9996 | 4703.17, 199.92, 199.89
2.00 | 0.783 | 0.9898 | 940.63, 197.95, 197.44
13.56 | 5.308 | 0.6505 | 138.74, 130.10, 129.25
60.00 | 23.488 | 0.1569 | 31.35, 31.37, 31.36
MHz | trajectory edges eV | mean eV | quantile distance eV
0.40 | 101.58, 301.47 | 201.59 | 0.088
2.00 | 103.36, 300.80 | 203.59 | 2.095
13.56 | 139.73, 268.98 | 213.97 | 12.467
60.00 | 185.98, 217.34 | 202.12 | 0.625
MHz | fraction above mean wall energy: uniform entry, uniform arrival
0.40 | 0.5004, 0.4999
2.00 | 0.5106, 0.4985
13.56 | 0.6082, 0.4859
60.00 | 0.5224, 0.4968
Two tones: 60 V at 2 MHz + 60 V at 60 MHz
Distance eV: filter 0.820, low limit 14.13, high limit 141.87
Energy bin eV | ion fraction: filter, trajectories
120-140 | 0.0542, 0.0416
140-160 | 0.1953, 0.2013
160-180 | 0.1328, 0.1303
180-200 | 0.1158, 0.1180
200-220 | 0.0970, 0.0977
220-240 | 0.1297, 0.1375
240-260 | 0.1967, 0.1925
260-280 | 0.0784, 0.0811
Gas 5 mTorr, 400 K; rough cross-section 5e-15 cm^2
Free path 16.57 mm; collision probability 0.0699
Static widths at 100, 300 V: 0.746, 1.594 mm
Uniform-field filter widths eV: 199.86, 196.45, 94.39, 21.85
Debye length / sheath width 0.0480; ion plasma frequency 11.76 MHz
Ion temp 0.05 eV: energy spread 0.387 eV, rms angle 0.903 deg
Error ratios on halving depth (point, quantile): 4.11, 4.01; 4.01, 4.00; 4.04, 3.99
Low-limit error ratio on halving theta 3.917; uniform-field depth ratio 4.030
High-limit relative width errors at theta 100, 200: 0.00020, 0.00032
Largest Newton-check error 2.5e-07 eV
```
